# Space-charge-limited current in a trap-free film: a program that tests the result

```python
"""Space-charge-limited current in a trap-free film.
Result under test (drift only): J = (9/8) eps mu V^2 / L^3.
J current density, eps permittivity, mu mobility, V voltage, L thickness.
Also tested: effects of background carriers, traps, diffusion and heating.
Carriers enter at x = 0 and leave at x = L; field and current are magnitudes.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, solve_bvp
from scipy.optimize import brentq
from scipy.special import airy

q = const.e
eps_r, mu_cm, thickness_um, voltage = 10.0, 10.0, 1.0, 1.0
eps = eps_r * const.epsilon_0
mu = mu_cm * 1e-4
L = thickness_um * 1e-6
temperature = 300.0
Vt = const.k * temperature / q


def mott_gurney(V, length):
    return 9 / 8 * eps * mu * V**2 / length**3


def integrate_film(J, length_um, donors=0.0, free_fraction=1.0):
    """Integrate Poisson's equation with drift current J (A/m^2).
    donors: fixed compensating charge density (m^-3), negative for
    filled traps. Returns voltage (V), end field (V/um), transit (ns)."""
    def rhs(x, y):
        field = y[0]
        mobile = J / (mu * field * 1e6)
        rho = mobile / free_fraction - q * donors
        return [1e-12 * rho / eps, field, 1e-3 / (mu * field)]
    sol = solve_ivp(rhs, (0, length_um), [1e-4, 0, 0], method="LSODA",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    return sol.y[1, -1], sol.y[0, -1], sol.y[2, -1]


def current_from_film(V, length_um, **kw):
    def mismatch(logJ):
        return integrate_film(10**logJ, length_um, **kw)[0] - V
    return 10**brentq(mismatch, 3.0, 8.0)


# Drift-only law, from direct integration, for two voltages and thicknesses
J_drift = mott_gurney(voltage, L)
J_numeric = current_from_film(voltage, thickness_um)
assert abs(J_numeric / J_drift - 1) < 1e-4
J_other = current_from_film(2.0, 0.5)
assert abs(J_other / mott_gurney(2.0, 0.5e-6) - 1) < 1e-4

# Internal profile
_, end_field, transit_num = integrate_film(J_drift, thickness_um)
peak_field = 1.5 * voltage / L
transit = 4 * L**2 / (3 * mu * voltage)
charge = 1.5 * eps * voltage / L
n_mean = charge / (q * L)
n_anode = n_mean / 2
assert abs(end_field * 1e6 / peak_field - 1) < 1e-4
assert abs(transit_num * 1e-9 / transit - 1) < 1e-3
assert abs(J_numeric / (q * mu * end_field * 1e6) / n_anode - 1) < 1e-3
assert abs(J_numeric * transit_num * 1e-9 / charge - 1) < 1e-3

# Background carriers
n_cross = 9 * eps * voltage / (8 * q * L**2)
n_back = 1e22
J_ohmic = q * n_back * mu * voltage / L
J_back = current_from_film(voltage, thickness_um, donors=n_back)
J_cross = current_from_film(voltage, thickness_um, donors=n_cross)
assert abs(J_back / J_ohmic - 1) < 0.15
assert J_cross > J_drift

# Traps: constant free fraction, and filling of deep traps
theta = 0.1
J_trap = current_from_film(voltage, thickness_um, free_fraction=theta)
assert abs(J_trap / (theta * J_drift) - 1) < 1e-3
n_trap = 1e22
V_fill = q * n_trap * L**2 / (2 * eps)
V_fill_num = integrate_film(1e-3, thickness_um, donors=-n_trap)[0]
assert abs(V_fill_num / V_fill - 1) < 1e-3


# Diffusion, very dense equal contacts: Airy-function solution
def airy_root(kappa):
    def end_value(s):
        ai1, _, bi1, _ = airy(kappa - s)
        ai0, _, bi0, _ = airy(-s)
        return ai1 / bi1 * bi0 - ai0
    return brentq(end_value, 2.0, 3.0)


def airy_voltage(kappa):
    s = airy_root(kappa)
    return 2 * np.log(abs(airy(kappa - s)[2] / airy(-s)[2]))


def airy_current(V):
    kappa = brentq(lambda k: airy_voltage(k) - V / Vt, 6.0, 80.0)
    return 2 * kappa**3


unit_J = eps * mu * Vt**2 / L**3
J_diff = airy_current(voltage) * unit_J
J_diff10 = airy_current(10.0) * unit_J
ratio10 = J_diff10 / mott_gurney(10.0, L)

# Full drift-diffusion problem with a finite contact density
n_contact = 1e24
N_contact = q * n_contact * L**2 / (eps * Vt)
delta = np.sqrt(2 / N_contact)
a = brentq(lambda b: 2 * b**2 - N_contact * np.cos(b / 2)**2,
           0.1, np.pi - 1e-9)
x = 0.5 * (1 - np.cos(np.pi * np.linspace(0, 1, 401)))
x[0], x[-1] = 0.0, 1.0
arg = a * (x - 0.5)
psi = -2 * np.log(np.cos(arg)) + 2 * np.log(np.cos(a / 2))
y = np.array([psi, 2 * a * np.tan(arg),
              np.log(2 * a**2 / np.cos(arg)**2)])


def transport(x, y, p):
    # y = potential drop, field, log density; p[0] = current
    return np.vstack([y[1], np.exp(y[2]), y[1] - p[0] * np.exp(-y[2])])


v_low = 0.5
v_steps = np.r_[v_low, np.linspace(2.5, voltage / Vt, 16)]
p = [4 * np.pi**2 * v_low]
for v in v_steps:
    def ends(ya, yb, p, v=v):
        logN = np.log(N_contact)
        return np.array([ya[0], yb[0] - v, ya[2] - logN, yb[2] - logN])
    sol = solve_bvp(transport, ends, x, y, p=p, tol=1e-5, max_nodes=20000)
    assert sol.status == 0, sol.message
    x, y, p = sol.x, sol.y, sol.p
    if v == v_low:
        slope_low = p[0] / v
J_finite = p[0] * unit_J
stretch = (1 + 2 * delta)**3
# One percent covers the approximate treatment of the contact layers
assert abs(slope_low * stretch / (4 * np.pi**2) - 1) < 0.01
assert abs(J_finite * stretch / J_diff - 1) < 0.01
assert 1 < ratio10 < J_diff / J_drift
V_equal = 32 * np.pi**2 / 9 * Vt

# Heating: film alone, and spreading from a round pad into thick glass
k_heat, pad = 1.0, 50e-6
power = J_drift * voltage
film_rise = power * L / k_heat
pad_rise = power * pad / k_heat
m = 1000
g = (np.arange(m) + 0.5) / m * 2 - 1
X, Y = np.meshgrid(g * pad, g * pad)
R = np.hypot(X, Y)
cell = (2 * pad / m)**2
rise_sum = np.sum(power * cell / (2 * np.pi * k_heat * R[R < pad]))
assert abs(rise_sum / pad_rise - 1) < 0.01
hop_energy = peak_field * 1e-9


def show(label, value, unit, fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("mobility", mu_cm, "cm2/Vs")
show("dielectric constant", eps_r, "")
show("thickness", thickness_um, "um")
show("voltage", voltage, "V")
show("permittivity", eps, "F/m")
show("drift-only current, formula", J_drift, "A/m2")
show("drift-only current, formula", J_drift / 1e4, "A/cm2")
show("drift-only current, integration", J_numeric / 1e4, "A/cm2")
show("current at 2 V and 0.5 um, integration", J_other / 1e4, "A/cm2")
show("field at anode", peak_field * 1e-8, "MV/cm")
show("charge per area", charge * 1e2, "uC/cm2")
show("transit time", transit * 1e9, "ns")
show("mean carrier density", n_mean * 1e-6, "cm^-3")
show("carrier density at anode", n_anode * 1e-6, "cm^-3")
show("background density for equal currents", n_cross * 1e-6, "cm^-3")
show("drift current at that background", J_cross / 1e4, "A/cm2")
show("illustrative background density", n_back * 1e-6, "cm^-3")
show("ohmic current at that density", J_ohmic / 1e4, "A/cm2")
show("integrated drift current there", J_back / 1e4, "A/cm2")
show("illustrative free fraction", theta, "")
show("current with that free fraction", J_trap / 1e4, "A/cm2")
show("illustrative deep trap density", n_trap * 1e-6, "cm^-3")
show("trap-filling voltage", V_fill, "V")
show("temperature", temperature, "K")
show("thermal voltage", Vt, "V")
show("voltage where the two limits cross", V_equal, "V")
show("current with diffusion, dense contacts", J_diff / 1e4, "A/cm2")
show("ratio to drift-only at 1 V", J_diff / J_drift, "")
show("ratio to drift-only at 10 V", ratio10, "")
show("finite contact density", n_contact * 1e-6, "cm^-3")
show("contact layer length delta", delta * L * 1e9, "nm")
show("current with finite contact density", J_finite / 1e4, "A/cm2")
show("its ratio to drift-only", J_finite / J_drift, "")
show("low-voltage slope times stretch", slope_low * stretch, "")
show("four pi squared", 4 * np.pi**2, "")
show("energy per 1 nm hop at anode field", hop_energy * 1e3, "meV")
show("thermal energy", Vt * 1e3, "meV")
show("power density, drift-only", power / 1e4, "W/cm2")
show("thermal conductivity assumed", k_heat, "W/(m K)")
show("temperature drop scale across film", film_rise, "K")
show("pad radius", pad * 1e6, "um")
show("temperature rise at pad centre", pad_rise, "K")
print("all tests passed")
```

Running it gives:

```
mobility: 10 cm2/Vs
dielectric constant: 10
thickness: 1 um
voltage: 1 V
permittivity: 8.854e-11 F/m
drift-only current, formula: 9.961e+04 A/m2
drift-only current, formula: 9.961 A/cm2
drift-only current, integration: 9.961 A/cm2
current at 2 V and 0.5 um, integration: 318.8 A/cm2
field at anode: 0.015 MV/cm
charge per area: 0.01328 uC/cm2
transit time: 1.333 ns
mean carrier density: 8.29e+14 cm^-3
carrier density at anode: 4.145e+14 cm^-3
background density for equal currents: 6.217e+14 cm^-3
drift current at that background: 17.98 A/cm2
illustrative background density: 1e+16 cm^-3
ohmic current at that density: 160.2 A/cm2
integrated drift current there: 164.9 A/cm2
illustrative free fraction: 0.1
current with that free fraction: 0.9961 A/cm2
illustrative deep trap density: 1e+16 cm^-3
trap-filling voltage: 9.048 V
temperature: 300 K
thermal voltage: 0.02585 V
voltage where the two limits cross: 0.9072 V
current with diffusion, dense contacts: 19.9 A/cm2
ratio to drift-only at 1 V: 1.998
ratio to drift-only at 10 V: 1.177
finite contact density: 1e+18 cm^-3
contact layer length delta: 5.345 nm
current with finite contact density: 19.28 A/cm2
its ratio to drift-only: 1.935
low-voltage slope times stretch: 39.51
four pi squared: 39.48
energy per 1 nm hop at anode field: 1.5 meV
thermal energy: 25.85 meV
power density, drift-only: 9.961 W/cm2
thermal conductivity assumed: 1 W/(m K)
temperature drop scale across film: 0.09961 K
pad radius: 50 um
temperature rise at pad centre: 4.98 K
all tests passed
```
